# Collective and tracer diffusion of hard-core particles hopping on a lattice: a program that tests the result

```python
"""Symmetric hopping with hard-core exclusion on a lattice.
Result under test: collective diffusivity D_c = D0 = Gamma*a^2 at all coverages,
tracer diffusivity D_t = (1-theta)*f*D0, with the square-lattice bound
f <= (2-theta)/(2+(pi-3)*theta), and D_t decreasing with coverage theta.
Gamma: hop rate to each neighbour; a: lattice spacing; f: correlation factor.
Tests use Gamma = a = 1, so that D0 = 1. In a periodic cell of M sites the
tracer sees N other particles and V = M-1-N vacancies.
"""
import math
from itertools import combinations
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.linalg import expm


def ring_density(sites, particles, time, attraction):
    """Mean occupations from the full master equation, starting from a block.
    A neighbour behind the hopping particle slows it by exp(-attraction)."""
    configs = [frozenset(c) for c in combinations(range(sites), particles)]
    index = {c: k for k, c in enumerate(configs)}
    generator = np.zeros((len(configs), len(configs)))
    for c, k in index.items():
        for i in c:
            for d in (1, -1):
                j = (i + d) % sites
                if j not in c:
                    rate = math.exp(-attraction * ((i - d) % sites in c))
                    generator[index[(c - {i}) | {j}], k] += rate
                    generator[k, k] -= rate
    start = index[frozenset(range(particles))]
    probability = expm(generator * time)[:, start]
    density = np.zeros(sites)
    for c, k in index.items():
        density[list(c)] += probability[k]
    return density


def conjugate_gradient(matrix, rhs):
    """Solve a symmetric singular system whose null space is the constants."""
    x = np.zeros_like(rhs)
    residual = rhs - rhs.mean()
    direction = residual.copy()
    norm2 = residual @ residual
    target = 1e-24 * norm2
    for _ in range(5000):
        if norm2 <= target:
            break
        image = matrix @ direction
        step = norm2 / (direction @ image)
        x += step * direction
        residual = residual - step * image
        new = residual @ residual
        direction = residual + (new / norm2) * direction
        norm2 = new
    assert norm2 <= target
    return x


def tracer_exact(lx, ly, others):
    """Exact D_t/D0 of a tracer in a periodic lx*ly cell (ly=1: ring)."""
    m = lx * ly
    every = np.arange(0, 2**m, 2)          # bit 0 is the tracer's own site
    count = sum((every >> r) & 1 for r in range(m))
    s = every[count == others]
    index = np.full(2**m, -1)
    index[s] = np.arange(len(s))
    x, y = np.arange(m) % lx, np.arange(m) // lx
    moves = [(1, 0), (-1, 0)] + ([(0, 1), (0, -1)] if ly > 1 else [])
    rows, cols = [], []
    drift, square = np.zeros(len(s)), np.zeros(len(s))
    for number, (dx, dy) in enumerate(moves):
        t = (x + dx) % lx + lx * ((y + dy) % ly)
        if number % 2 == 0:                # each background bond once
            for r in range(m):
                if r != 0 and t[r] != 0:
                    k = np.flatnonzero(((s >> r) ^ (s >> t[r])) & 1)
                    rows.append(k)
                    cols.append(index[s[k] ^ ((1 << r) | (1 << int(t[r])))])
        k = np.flatnonzero(((s >> t[0]) & 1) == 0)
        moved = sum(((s[k] >> t[r]) & 1) << r for r in range(m))
        rows.append(k)
        cols.append(index[moved])
        drift[k] += dx
        square[k] += dx * dx
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    assert cols.min() >= 0
    w = sparse.coo_matrix((np.ones(len(rows)), (rows, cols)),
                          shape=(len(s), len(s))).tocsr()
    minus_l = sparse.diags(np.asarray(w.sum(axis=1)).ravel()) - w
    phi = conjugate_gradient(minus_l.tocsr(), drift)
    return 0.5 * square.mean() - (drift * phi).mean()


def cell_resistance(size):
    """Resistance between sites two spacings apart, periodic square grid."""
    k = 2 * np.pi * np.arange(size) / size
    kx, ky = np.meshgrid(k, k, indexing="ij")
    denominator = 2 - np.cos(kx) - np.cos(ky)
    denominator[0, 0] = 1.0                # numerator vanishes there
    return ((1 - np.cos(2 * kx)) / denominator).sum() / size**2


def linear_bound_cell(size, others):
    """Linear-trial upper bound on D_t/D0 at fixed particle number."""
    k = size**2 - 1
    p = others / (k - 1)
    c = p * (1 - p) * (k - 1) / (k - 2)
    kappa = 2 / cell_resistance(size) - 1
    q = 4 * p**2 - 4 * c / (k - 1) + 2 * kappa * (c + p)
    return (k - others) / k * (1 - 4 * p**2 / q)


def f_bound(theta):
    return (2 - theta) / (2 + (math.pi - 3) * theta)


def monte_carlo(size, particles, copies, t1, t2, rng):
    """Kinetic Monte Carlo; returns D_t, its error, D_J, its error."""
    m = size * size
    site = np.arange(m)
    right = (site % size + 1) % size + size * (site // size)
    up = (site + size) % m
    end_a, end_b = np.concatenate([site, site]), np.concatenate([right, up])
    hop = np.where(np.arange(2 * m) < m, 1, 1j).astype(np.complex64)
    occ = rng.permuted(np.tile(site < particles, (copies, 1)), axis=1).ravel()
    pos = np.zeros(copies * m, dtype=np.complex64)
    offset = np.arange(copies) * m

    def mean_square():
        value = np.abs(pos.astype(complex))**2 * occ
        return value.reshape(copies, m).sum(axis=1) / particles

    n1, n2 = 2 * m * t1, 2 * m * t2
    for n in range(n2):
        if n == n1:
            early = mean_square()
        b = rng.integers(0, 2 * m, copies)
        i, j = offset + end_a[b], offset + end_b[b]
        go = np.flatnonzero(occ[i] != occ[j])
        i, j, h = i[go], j[go], hop[b[go]]
        occ[i], occ[j] = ~occ[i], ~occ[j]
        carried = pos[i] + h
        pos[i] = pos[j] - h
        pos[j] = carried
    tracer = (mean_square() - early) / (4 * (t2 - t1))
    total = (pos.astype(complex) * occ).reshape(copies, m).sum(axis=1)
    centre = np.abs(total)**2 / (4 * t2 * particles)
    root = math.sqrt(copies)
    return (tracer.mean(), tracer.std(ddof=1) / root,
            centre.mean(), centre.std(ddof=1) / root)


# Collective relaxation: many-particle master equation against one particle
ring, time = 10, 4.0
hops = np.roll(np.eye(ring), 1, 0) + np.roll(np.eye(ring), -1, 0)
kernel = expm(time * (hops - 2 * np.eye(ring)))
wave = np.exp(2j * np.pi * np.arange(ring) / ring)
mode_rate = 2 * (1 - math.cos(2 * math.pi / ring))
print("Collective D/D0 on a 10-site ring, from decay of longest wave")
attracted = []
for number in (2, 5, 8):
    initial = (np.arange(ring) < number).astype(float)
    ratios = []
    for attraction in (0.0, 1.0):
        density = ring_density(ring, number, time, attraction)
        if attraction == 0.0:
            assert np.allclose(density, kernel @ initial, atol=1e-10)
        decay = -math.log(abs(wave @ density) / abs(wave @ initial))
        ratios.append(decay / (time * mode_rate))
    assert abs(ratios[0] - 1) < 1e-9
    attracted.append(ratios[1])
    print(f" {number} particles: exclusion only {ratios[0]:.6f}, "
          f"with attraction of 1 kT {ratios[1]:.4f}")
assert max(attracted) - min(attracted) > 0.05

# Exact tracer solver against the single-file law of a ring
for others in range(1, 7):
    p = others + 1
    assert abs(tracer_exact(8, 1, others) - (8 - p) / (7 * p)) < 1e-9
print(f"Single file, 4 particles on 8-site ring: D_t/D0 = "
      f"{tracer_exact(8, 1, 3):.6f}")

# All fillings of a 4x4 cell: bound, exact ends, monotonic decrease
exact = {n: tracer_exact(4, 4, n) for n in range(1, 15)}
linear = {n: linear_bound_cell(4, n) for n in exact}
print("4x4 cell: other particles, exact D_t/D0, linear bound, exact f")
for n in exact:
    blocking = (15 - n) / 15
    f = exact[n] / blocking
    assert 0 < f < 1
    assert exact[n] <= linear[n] + 1e-9
    if n < 14:
        assert exact[n + 1] <= exact[n] * (1 - f / (15 - n)) + 1e-9
    if n in (1, 4, 7, 10, 14):
        print(f" {n:2d}  {exact[n]:.6f}  {linear[n]:.6f}  {f:.6f}")
assert abs(exact[1] - linear[1]) < 1e-9
assert abs(exact[14] - linear[14]) < 1e-9
gap = max(linear[n] / exact[n] - 1 for n in exact)
print(f"Largest excess of linear bound over exact: {100 * gap:.3f} %")

# Infinite lattice: resistance by quadrature and limit of the cell formula
resistance = quad(lambda k: (1 - math.cos(2 * k))
                  / math.sqrt((1 - math.cos(k)) * (3 - math.cos(k))),
                  0, math.pi)[0] / math.pi
assert abs(resistance - (2 - 4 / math.pi)) < 1e-8
kappa = 2 / resistance - 1
for theta in (0.1, 0.5, 0.9):
    trial = 1 / (1 + 2 * theta / ((2 - theta) * kappa))
    assert abs(trial - f_bound(theta)) < 1e-7
    others = round(theta * 400**2) - 1
    large = linear_bound_cell(400, others) / (1 - theta)
    assert abs(large - f_bound(theta)) < 1e-3   # finite cell, order 1/M
chain_resistance = quad(lambda k: (1 - math.cos(2 * k))
                        / (1 - math.cos(k)), 0, math.pi)[0] / math.pi
assert abs(chain_resistance - 2) < 1e-8        # hence kappa = 0, f = 0
print(f"Resistance over two spacings: square {resistance:.6f}, "
      f"chain {chain_resistance:.6f}")
print(f"kappa of square lattice = {kappa:.6f}")
print(f"One-vacancy limit of f = {f_bound(1.0):.6f}")

# Worked example in eV and angstrom
spacing, barrier, thermal, quantum = 3.0, 0.50, 0.05, 0.02
frequency = quantum * constants.e / constants.h
gamma = frequency * math.exp(-barrier / thermal)
d0 = gamma * spacing**2
print(f"Inputs: a = {spacing:.1f} angstrom, barrier = {barrier:.2f} eV, "
      f"kT = {thermal:.2f} eV")
print(f"Vibrational quantum = {quantum:.2f} eV")
print(f"Attempt frequency = {frequency:.4e} 1/s")
print(f"Hop rate Gamma = {gamma:.4e} 1/s")
print(f"D_c = D0 = {d0:.4e} angstrom^2/s = {d0 * 1e-16:.4e} cm^2/s")

size, copies, t1, t2 = 12, 2500, 20, 40
m = size**2
rng = np.random.default_rng(12345)
print(f"Monte Carlo: {size}x{size} cell, {copies} copies, "
      f"slope from Gamma*t = {t1} to {t2}")
previous = 1.0
for theta in (0.25, 0.50, 0.75):
    particles = round(theta * m)
    dt, dt_err, dj, dj_err = monte_carlo(size, particles, copies, t1, t2, rng)
    blocking = (m - particles) / (m - 1)
    f, f_err = dt / blocking, dt_err / blocking
    cell_f = linear_bound_cell(size, particles - 1) / blocking
    assert abs(dj - blocking) < 4 * dj_err
    assert f < cell_f + 4 * f_err and f > 0.9 * cell_f
    assert f < 1 - 4 * f_err and dt < previous
    previous = dt
    # thermodynamic factor from counting arrangements on 2000 sites
    big, n = 2000, round(theta * 2000)
    logs = [math.log(math.comb(big, n + d)) for d in (-1, 0, 1)]
    factor = -n * (logs[0] - 2 * logs[1] + logs[2])
    assert abs(factor * (1 - theta) - 1) < 0.01   # finite-size, order 1/n
    print(f"Coverage {theta:.2f}: 1-theta = {1 - theta:.2f}, "
          f"cell blocking = {blocking:.4f}")
    print(f"  D_J/D0 = {dj:.4f} +- {dj_err:.4f}, "
          f"thermodynamic factor = {factor:.4f}")
    print(f"  f simulated = {f:.4f} +- {f_err:.4f}, cell bound = {cell_f:.4f}")
    print(f"  f bound, infinite lattice = {f_bound(theta):.4f}")
    print(f"  D_t/D0 simulated = {dt:.4f} +- {dt_err:.4f}")
    print(f"  D_t = {dt * d0:.3e} angstrom^2/s = {dt * d0 * 1e-16:.3e} cm^2/s")
    print(f"  D_t bound, infinite lattice = "
          f"{(1 - theta) * f_bound(theta) * d0:.3e} angstrom^2/s")
print("OK")
```

It prints:

```
Collective D/D0 on a 10-site ring, from decay of longest wave
 2 particles: exclusion only 1.000000, with attraction of 1 kT 0.5165
 5 particles: exclusion only 1.000000, with attraction of 1 kT 0.3088
 8 particles: exclusion only 1.000000, with attraction of 1 kT 0.2996
Single file, 4 particles on 8-site ring: D_t/D0 = 0.142857
4x4 cell: other particles, exact D_t/D0, linear bound, exact f
  1  0.905882  0.905882  0.970588
  4  0.643100  0.645266  0.876954
  7  0.414694  0.418868  0.777551
 10  0.225516  0.228916  0.676548
 14  0.036559  0.036559  0.548387
Largest excess of linear bound over exact: 1.507 %
Resistance over two spacings: square 0.726760, chain 2.000000
kappa of square lattice = 1.751938
One-vacancy limit of f = 0.466942
Inputs: a = 3.0 angstrom, barrier = 0.50 eV, kT = 0.05 eV
Vibrational quantum = 0.02 eV
Attempt frequency = 4.8360e+12 1/s
Hop rate Gamma = 2.1955e+08 1/s
D_c = D0 = 1.9760e+09 angstrom^2/s = 1.9760e-07 cm^2/s
Monte Carlo: 12x12 cell, 2500 copies, slope from Gamma*t = 20 to 40
Coverage 0.25: 1-theta = 0.75, cell blocking = 0.7552
  D_J/D0 = 0.7722 +- 0.0153, thermodynamic factor = 1.3322
  f simulated = 0.8638 +- 0.0050, cell bound = 0.8653
  f bound, infinite lattice = 0.8598
  D_t/D0 simulated = 0.6524 +- 0.0038
  D_t = 1.289e+09 angstrom^2/s = 1.289e-07 cm^2/s
  D_t bound, infinite lattice = 1.274e+09 angstrom^2/s
Coverage 0.50: 1-theta = 0.50, cell blocking = 0.5035
  D_J/D0 = 0.5037 +- 0.0102, thermodynamic factor = 1.9990
  f simulated = 0.7216 +- 0.0030, cell bound = 0.7304
  f bound, infinite lattice = 0.7244
  D_t/D0 simulated = 0.3633 +- 0.0015
  D_t = 7.179e+08 angstrom^2/s = 7.179e-08 cm^2/s
  D_t bound, infinite lattice = 7.157e+08 angstrom^2/s
Coverage 0.75: 1-theta = 0.25, cell blocking = 0.2517
  D_J/D0 = 0.2488 +- 0.0050, thermodynamic factor = 3.9967
  f simulated = 0.5858 +- 0.0020, cell bound = 0.5990
  f bound, infinite lattice = 0.5935
  D_t/D0 simulated = 0.1475 +- 0.0005
  D_t = 2.914e+08 angstrom^2/s = 2.914e-08 cm^2/s
  D_t bound, infinite lattice = 2.932e+08 angstrom^2/s
OK
```
